# Counting the cost of three-phonon and four-phonon scattering rates: verification in Python

```python
"""
Result under test: direct calculation of all phonon scattering rates on N
wavevectors with b branches needs 2 b^3 N^2 three-phonon terms and
3 b^4 N^3 four-phonon terms. Conditions and exceptions are tested too:
broken translation symmetry, energy screening, point symmetry, and an FFT
method that obtains the same rates without enumerating the terms.
Symbols: q wavevector, omega frequency, n_B Bose occupation, sigma broadening,
D energy mismatch of a process. Chain tests use hbar = mass = spring = 1 and
unit cubic and quartic bond constants. The fcc example uses eV and angstrom.
"""
import itertools
import math
import numpy as np
from scipy import constants as sc

# ---------- selection rule from real-space force constants ----------
def bond_tensor_ft(cells, order, strengths):
    bonds = np.roll(np.eye(cells), 1, axis=1) - np.eye(cells)
    tensor = np.zeros((cells,) * order)
    for strength, bond in zip(strengths, bonds):
        part = np.array(strength)
        for _ in range(order):
            part = np.multiply.outer(part, bond)
        tensor += part
    return np.fft.fftn(tensor)

ring = 7
selection = {}
for order in (3, 4):
    uniform = bond_tensor_ft(ring, order, np.ones(ring))
    idx = np.indices((ring,) * order)
    factors = np.exp(-2j * np.pi * idx / ring) - 1
    expected = np.where(idx.sum(axis=0) % ring == 0,
                        ring * np.prod(factors, axis=0), 0)
    assert np.allclose(uniform, expected, atol=1e-9)
    altered = np.ones(ring)
    altered[0] = 2.0
    defect = bond_tensor_ft(ring, order, altered)
    selection[order] = (int((abs(uniform) > 1e-8).sum()),
                        int((abs(defect) > 1e-8).sum()))
    assert selection[order][1] == (ring - 1) ** order
    assert selection[order][0] < selection[order][1] / (ring - 2)

# ---------- golden-rule amplitudes in Fock space ----------
def apply_anharmonic(occupation, cells, order):
    """Apply sum over bonds of (bond stretch)^order / order! to a state."""
    result = {}
    for bond in range(cells):
        state = {occupation: 1.0 + 0j}
        for _ in range(order):
            new = {}
            for occ, amp in state.items():
                for k in range(1, cells):
                    q = 2 * np.pi * k / cells
                    omega = 2 * abs(math.sin(q / 2))
                    coef = ((np.exp(1j * q) - 1) * np.exp(1j * q * bond)
                            / math.sqrt(2 * omega * cells))
                    if occ[k] > 0:
                        low = list(occ)
                        low[k] -= 1
                        key = tuple(low)
                        new[key] = (new.get(key, 0)
                                    + amp * coef * math.sqrt(occ[k]))
                    high = list(occ)
                    high[cells - k] += 1
                    key = tuple(high)
                    new[key] = (new.get(key, 0)
                                + amp * coef * math.sqrt(high[cells - k]))
            state = new
        for occ, amp in state.items():
            result[occ] = result.get(occ, 0) + amp / math.factorial(order)
    return result

def make_state(cells, filled):
    occ = [0] * cells
    for k in filled:
        occ[k] += 1
    return tuple(occ)

ring_omega = 2 * np.abs(np.sin(np.pi * np.arange(ring) / ring))
for order in (3, 4):
    out = apply_anharmonic(make_state(ring, [1]), ring, order)
    fock_sum = sum(abs(a) ** 2 for occ, a in out.items()
                   if sum(occ) == order - 1 and occ[1] == 0)
    formula_sum = 0.0
    for ks in itertools.product(range(2, ring), repeat=order - 1):
        if sum(ks) % ring == 1:
            v2 = ring_omega[1] * np.prod(ring_omega[list(ks)])
            formula_sum += v2 / (2 ** order * ring ** (order - 2))
    formula_sum /= math.factorial(order - 1)
    assert abs(fock_sum / formula_sum - 1) < 1e-9

# occupied states: modes 1 and 5 scatter into modes 2 and 4
start = make_state(ring, [1, 1, 5, 2])
finish = make_state(ring, [1, 2, 2, 4])
amp2 = abs(apply_anharmonic(start, ring, 4)[finish]) ** 2
v2 = np.prod(ring_omega[[1, 5, 2, 4]]) / (16 * ring ** 2)
assert abs(amp2 / (v2 * 2 * 1 * (1 + 1) * (1 + 0)) - 1) < 1e-9

# number of intermediate states when two cubic vertices replace a quartic one
intermediates = []
for cells in (7, 13):
    reach = []
    for filled in ([1, 5], [2, 4]):
        out = apply_anharmonic(make_state(cells, filled), cells, 3)
        reach.append({occ for occ, a in out.items() if abs(a) > 1e-10})
    intermediates.append(len(reach[0] & reach[1]))
assert intermediates[0] == intermediates[1] > 0

# ---------- direct rates against the FFT method on a chain ----------
sigma, temperature = 0.3, 1.0

def chain_modes(cells):
    omega = 2 * np.abs(np.sin(np.pi * np.arange(cells) / cells))
    n_bose = np.zeros(cells)
    n_bose[1:] = 1 / np.expm1(omega[1:] / temperature)
    return omega, n_bose

def direct_rates(cells, partners):
    omega, n_bose = chain_modes(cells)
    idx = np.indices((cells,) * (partners + 1))
    w, occ = omega[idx], n_bose[idx]
    v2 = np.prod(w, axis=0) / (2 ** (partners + 1) * cells ** (partners - 1))
    rate = np.zeros(cells)
    for absorbed in range(partners):
        signs = [-1] * absorbed + [1] * (partners - absorbed)
        momentum, mismatch = idx[0].copy(), w[0].copy()
        loss, gain = 1.0, 1.0
        for leg, s in enumerate(signs, start=1):
            momentum = momentum - s * idx[leg]
            mismatch = mismatch - s * w[leg]
            loss = loss * (1 + occ[leg] if s > 0 else occ[leg])
            gain = gain * (occ[leg] if s > 0 else 1 + occ[leg])
        delta = (np.exp(-mismatch ** 2 / (2 * sigma ** 2))
                 / (sigma * math.sqrt(2 * np.pi)))
        term = np.where(momentum % cells == 0, v2 * (loss - gain) * delta, 0)
        weight = 2 * np.pi / (math.factorial(absorbed)
                              * math.factorial(partners - absorbed))
        rate += weight * term.reshape(cells, -1).sum(axis=1)
    return rate

def fft_rates(cells, partners):
    omega, n_bose = chain_modes(cells)
    dt = 0.1
    t = np.arange(-270, 271)[:, None] * dt
    phase = np.exp(-1j * omega * t)
    corr = np.fft.ifft(omega / 2 * ((1 + n_bose) * phase
                                    + n_bose * phase.conj()), axis=1)
    power = corr ** partners
    spectrum = np.fft.fft(power - power.conj(), axis=1)
    damping = np.exp(-(sigma * t) ** 2 / 2)
    total = (phase.conj() * damping * spectrum).sum(axis=0).real * dt
    return omega / 2 * total / math.factorial(partners)

fft_error, chain_limit = {}, {}
for partners in (2, 3):
    direct, fast = direct_rates(12, partners), fft_rates(12, partners)
    fft_error[partners] = np.max(abs(direct - fast)) / np.max(abs(direct))
    assert fft_error[partners] < 1e-7
    chain_limit[partners] = [fft_rates(c, partners)[c // 4]
                             for c in (1000, 2000)]
    # missing zero mode and finite spacing leave a correction of order 1/N
    assert abs(chain_limit[partners][0] / chain_limit[partners][1] - 1) < 0.03

# ---------- fcc model crystal ----------
branches = 3
mass_amu, spring = 107.87, 1.3          # rough silver-like input
bin_ev, bins = 1e-4, 768
cell = 0.5 * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]])

def mesh_points(n):
    return np.indices((n, n, n)).reshape(3, -1).T

def phonon_energies(n, k1, k2=0.0):
    m = mesh_points(n)
    dyn = np.zeros((n ** 3, 3, 3))
    for c in itertools.product((-1, 0, 1), repeat=3):
        r = np.array(c) @ cell
        r2 = r @ r
        k = k1 if abs(r2 - 0.5) < 1e-9 else k2 if abs(r2 - 1) < 1e-9 else 0
        if k:
            wave = 1 - np.cos(2 * np.pi * (m @ np.array(c)) / n)
            dyn += k * wave[:, None, None] * np.outer(r, r) / r2
    omega2 = (np.clip(np.linalg.eigvalsh(dyn), 0, None) * sc.e * 1e20
              / (mass_amu * sc.atomic_mass))
    return sc.hbar * np.sqrt(omega2) / sc.e

CLASSES = {3: [(1, -1, -1), (1, 1, -1)],
           4: [(1, -1, -1, -1), (1, 1, -1, -1), (1, 1, 1, -1)]}

def mismatch_counts(energy, n):
    """Number of momentum-conserving terms for each binned mismatch D."""
    level = np.rint(energy / bin_ev).astype(int)
    hist = np.zeros((n ** 3, bins))
    for j in range(branches):
        np.add.at(hist, (np.arange(1, n ** 3), level[1:, j]), 1)
    f = np.fft.rfftn(hist.reshape(n, n, n, bins)).reshape(n ** 3, -1)
    fc = f.conj()
    counts = {}
    for order, classes in CLASSES.items():
        total = np.zeros(bins)
        for signs in classes:
            prod = 1.0
            for s in signs:
                prod = prod * (f if s > 0 else fc)
            total += np.fft.irfft(prod.sum(axis=0) / n ** 3, bins)
        counts[order] = total
    return counts

def in_window(counts, half):
    return counts[:half + 1].sum() + counts[-half:].sum()

# brute enumeration of every set of wavevectors on small meshes
for n in (2, 3):
    m = mesh_points(n)
    energy = phonon_energies(n, spring)
    level = np.rint(energy / bin_ev).astype(int)
    fast = mismatch_counts(energy, n)
    for order, classes in CLASSES.items():
        found = 0
        for signs in classes:
            idx = np.indices((n ** 3,) * order).reshape(order, -1)
            total_q = sum(s * m[i] for s, i in zip(signs, idx))
            idx = idx[:, np.all(total_q % n == 0, axis=1)]
            assert idx.shape[1] == (n ** 3) ** (order - 1)
            idx = idx[:, np.all(idx > 0, axis=0)]
            for js in itertools.product(range(branches), repeat=order):
                d = sum(s * level[i, j] for s, i, j in zip(signs, idx, js))
                found += int((abs(d) <= 20).sum())
        assert abs(found - in_window(fast[order], 20)) < 0.01

# point symmetry of the wavevector mesh
operations = []
for perm in itertools.permutations(range(3)):
    for flips in itertools.product((1, -1), repeat=3):
        p = np.zeros((3, 3))
        p[range(3), perm] = flips
        operations.append(np.rint(cell @ p @ np.linalg.inv(cell)).astype(int))

def irreducible_count(n, energy=None):
    m = mesh_points(n)
    best = np.arange(n ** 3)
    for w in operations:
        image = (m @ w.T) % n
        index = (image[:, 0] * n + image[:, 1]) * n + image[:, 2]
        if energy is not None:
            assert np.allclose(energy[index], energy, atol=1e-8)
        best = np.minimum(best, index)
    return len(np.unique(best))

energies = {n: phonon_energies(n, spring) for n in (10, 20)}
top = energies[20].max()
top_formula = (sc.hbar / sc.e * math.sqrt(8 * spring * sc.e * 1e20
                                          / (mass_amu * sc.atomic_mass)))
assert abs(top / top_formula - 1) < 1e-6
counts = {n: mismatch_counts(energies[n], n) for n in (10, 20)}
irreducible = {n: irreducible_count(n, energies.get(n)) for n in (10, 20, 40)}
gain = {n: n ** 3 / irreducible[n] for n in irreducible}
assert gain[10] < gain[20] < gain[40] < len(operations)

log_ratio = math.log(20 ** 3 / 10 ** 3)
slopes = {}
for order in (3, 4):
    coarse = in_window(counts[10][order], 20)
    fixed = math.log(in_window(counts[20][order], 20) / coarse) / log_ratio
    shrink = math.log(in_window(counts[20][order], 10) / coarse) / log_ratio
    slopes[order] = (fixed, shrink)
    # tolerance covers the coarse mesh and the finite energy bins
    assert abs(fixed - (order - 1)) < 0.08
    assert abs(shrink - (order - 1 - 1 / 3)) < 0.08

# ---------- worked estimate and neglected effects ----------
n_mesh, half = 20, 10
N = n_mesh ** 3
cost = {3: 1e-6, 4: 1e-5}               # chosen seconds per evaluated term
full, allowed, fraction, reduced, seconds = {}, {}, {}, {}, {}
for order in (3, 4):
    full[order] = len(CLASSES[order]) * branches ** order * N ** (order - 1)
    allowed[order] = in_window(counts[n_mesh][order], half)
    fraction[order] = allowed[order] / full[order]
    reduced[order] = allowed[order] / gain[n_mesh]
    seconds[order] = reduced[order] * cost[order]

variants = {
    "second-neighbour spring 0.1 of first":
        mismatch_counts(phonon_energies(n_mesh, spring, 0.1 * spring), n_mesh),
    "all energies 3 percent lower":
        mismatch_counts(0.97 * energies[n_mesh], n_mesh)}
kelvin = 300.0
thermal = sc.k * kelvin / sc.e
electron_mesh = 60

print(f"ring of {ring} cells: nonzero elements, uniform / one altered bond")
for order in (3, 4):
    print(f"  order {order}: {selection[order][0]} / {selection[order][1]}")
print(f"intermediate states, 7 and 13 cells: {intermediates}")
print(f"chain: broadening {sigma}, temperature {temperature} (reduced units)")
for p in (2, 3):
    a, b = chain_limit[p]
    print(f"  {p + 1}-phonon FFT vs direct, relative error: {fft_error[p]:.1e}")
    print(f"  {p + 1}-phonon rate, 1000 / 2000 cells: {a:.5f} / {b:.5f}")
print(f"fcc model: mass {mass_amu} amu, spring {spring} eV/angstrom^2")
print(f"top phonon energy: {top:.5f} eV")
print(f"temperature: {kelvin:.0f} K, thermal energy {thermal:.5f} eV")
print(f"Bose occupation at top energy: {1 / math.expm1(top / thermal):.3f}")
print(f"energy bin: {bin_ev:.4f} eV")
print("measured exponents of allowed terms, meshes 10^3 to 20^3")
print(f"  fixed half-window {20 * bin_ev:.4f} eV; shrinking to "
      f"{10 * bin_ev:.4f} eV")
for order in (3, 4):
    print(f"  {order}-phonon: fixed {slopes[order][0]:.3f}, "
          f"shrinking {slopes[order][1]:.3f}")
for n in (10, 20, 40):
    print(f"mesh {n}^3: irreducible {irreducible[n]}, gain {gain[n]:.2f}")
sym = math.log(irreducible[20] / irreducible[10]) / log_ratio
print(f"apparent exponents with symmetry, 10^3 to 20^3: "
      f"{1 + sym:.3f} and {2 + sym:.3f}")
print(f"worked mesh: N = {N}, branches {branches}, "
      f"half-window {half * bin_ev:.4f} eV")
for order in (3, 4):
    print(f"{order}-phonon full terms: {full[order]:.4e}")
    print(f"  allowed fraction: {fraction[order]:.5f}")
    print(f"  allowed terms: {allowed[order]:.4e}")
    print(f"  allowed terms after symmetry: {reduced[order]:.4e}")
    print(f"  time at {cost[order]:.0e} s per term: {seconds[order]:.4e} s")
print(f"four-phonon time: {seconds[4] / 3600:.1f} core-hours")
print(f"full-term ratio, four- to three-phonon: {full[4] / full[3]:.0f}")
print("neglected effects: change of allowed terms, 3-phonon / 4-phonon")
for name, changed in variants.items():
    ch = [100 * (in_window(changed[o], half) / allowed[o] - 1) for o in (3, 4)]
    print(f"  {name}: {ch[0]:+.2f} / {ch[1]:+.2f} percent")
ch = [100 * (in_window(counts[n_mesh][o], half // 2) / allowed[o] - 1)
      for o in (3, 4)]
print(f"  half-window {half // 2 * bin_ev:.4f} eV: "
      f"{ch[0]:+.2f} / {ch[1]:+.2f} percent")
print(f"cubic-vertex products per four-phonon term: "
      f"{intermediates[0] // 2 * branches}")
print(f"electron-phonon pairs, one band on {electron_mesh}^3 mesh: "
      f"{branches * N * electron_mesh ** 3:.4e}")
print("verified")
```

It prints:

```
ring of 7 cells: nonzero elements, uniform / one altered bond
  order 3: 30 / 216
  order 4: 186 / 1296
intermediate states, 7 and 13 cells: [6, 6]
chain: broadening 0.3, temperature 1.0 (reduced units)
  3-phonon FFT vs direct, relative error: 1.4e-11
  3-phonon rate, 1000 / 2000 cells: 0.64259 / 0.64468
  4-phonon FFT vs direct, relative error: 2.5e-13
  4-phonon rate, 1000 / 2000 cells: 0.16100 / 0.16132
fcc model: mass 107.87 amu, spring 1.3 eV/angstrom^2
top phonon energy: 0.02008 eV
temperature: 300 K, thermal energy 0.02585 eV
Bose occupation at top energy: 0.852
energy bin: 0.0001 eV
measured exponents of allowed terms, meshes 10^3 to 20^3
  fixed half-window 0.0020 eV; shrinking to 0.0010 eV
  3-phonon: fixed 2.005, shrinking 1.648
  4-phonon: fixed 3.001, shrinking 2.685
mesh 10^3: irreducible 47, gain 21.28
mesh 20^3: irreducible 256, gain 31.25
mesh 40^3: irreducible 1661, gain 38.53
apparent exponents with symmetry, 10^3 to 20^3: 1.815 and 2.815
worked mesh: N = 8000, branches 3, half-window 0.0010 eV
3-phonon full terms: 3.4560e+09
  allowed fraction: 0.01349
  allowed terms: 4.6608e+07
  allowed terms after symmetry: 1.4915e+06
  time at 1e-06 s per term: 1.4915e+00 s
4-phonon full terms: 1.2442e+14
  allowed fraction: 0.03674
  allowed terms: 4.5716e+12
  allowed terms after symmetry: 1.4629e+11
  time at 1e-05 s per term: 1.4629e+06 s
four-phonon time: 406.4 core-hours
full-term ratio, four- to three-phonon: 36000
neglected effects: change of allowed terms, 3-phonon / 4-phonon
  second-neighbour spring 0.1 of first: -24.87 / +3.12 percent
  all energies 3 percent lower: +3.35 / +3.04 percent
  half-window 0.0005 eV: -48.70 / -47.42 percent
cubic-vertex products per four-phonon term: 9
electron-phonon pairs, one band on 60^3 mesh: 5.1840e+09
verified
```
